# A failing check and its repair

Subject: First-order intermonomer correlation in the pair density of two hydrogen atoms.

```python
# Two hydrogen atoms, nuclei at 0 and R on the z axis, atomic units.
# Result under test: the first-order intermonomer correlation pair density is
#   P_c = -(2/R^3) rho0(r1) rho0(r2) (x1 x2 + y1 y2 - 2 z1 z2) F(r1, r2),
# it integrates to zero over either electron, and it scales as R^-3.
# r1, r2: electron positions from their own nuclei; rho0 = exp(-2r)/pi.
# F: radial response factor; omega: excitation energies of one atom.
# The next multipole term (dipole-quadrupole, R^-4) is also evaluated.
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_genlaguerre, gammaln

NBASIS = 12
nodes, weights = laggauss(40)
RQ, WQ = nodes / 2, weights / 2      # integrates f(r) exp(-2r) over r > 0


def reduced_basis(l, n, r):
    """Orthonormal u_k(r) divided by r^(l+1) exp(-r), and d/dr of that ratio."""
    r = np.atleast_1d(np.asarray(r, dtype=float))
    poly, slope = [], []
    for k in range(n):
        log_norm = 0.5 * ((2*l + 3)*np.log(2) + gammaln(k + 1)
                          - gammaln(k + 2*l + 3))
        norm = np.exp(log_norm)
        poly.append(norm * eval_genlaguerre(k, 2*l + 2, 2*r))
        if k:
            slope.append(-2*norm * eval_genlaguerre(k - 1, 2*l + 3, 2*r))
        else:
            slope.append(0*r)
    return np.array(poly), np.array(slope)


def channel(l, n):
    """Excitation energies and eigenvectors of one atom for angular momentum l."""
    p, dp = reduced_basis(l, n, RQ)
    u = RQ**(l + 1) * p
    du = (l + 1)*RQ**l * p + RQ**(l + 1)*(dp - p)
    h = 0.5*(du*WQ) @ du.T
    h += (u*WQ*(l*(l + 1)/(2*RQ**2) - 1/RQ)) @ u.T + 0.5*np.eye(n)
    return np.linalg.eigh(h)


CH = {l: channel(l, NBASIS) for l in (0, 1, 2)}


def source_overlap(l, n, vec):
    p, _ = reduced_basis(l, n, RQ)
    return vec.T @ (p @ (WQ * RQ**(2*l + 2)))


def amplitudes(l, r):
    omega, vec = CH[l]
    p, _ = reduced_basis(l, NBASIS, r)
    return (vec.T @ p) * source_overlap(l, NBASIS, vec)[:, None]


def response_factor(l1, r1, l2, r2):
    gap = CH[l1][0][:, None] + CH[l2][0][None, :]
    a, b = amplitudes(l1, r1), amplitudes(l2, r2)
    return np.sum(a * ((1/gap) @ b), axis=0)


def c6_from_basis(n):
    omega, vec = channel(1, n)
    d2 = 4/3 * source_overlap(1, n, vec)**2
    return 6*np.sum(np.outer(d2, d2)/(omega[:, None] + omega)), 2*np.sum(d2/omega)


# Multipole terms of the interaction
def w_dd(a, b):
    return a[..., 0]*b[..., 0] + a[..., 1]*b[..., 1] - 2*a[..., 2]*b[..., 2]


def w_qd(a, b):   # quadratic in a, linear in b
    return (3*a[..., 2]*(a[..., 0]*b[..., 0] + a[..., 1]*b[..., 1])
            + b[..., 2]*(1.5*(a[..., 0]**2 + a[..., 1]**2) - 3*a[..., 2]**2))


def relative_change(a, b, R):
    """First-order P_c/(rho0 rho0): dipole-dipole and dipole-quadrupole parts."""
    a, b = np.broadcast_arrays(np.atleast_2d(a), np.atleast_2d(b))
    ra, rb = np.linalg.norm(a, axis=1), np.linalg.norm(b, axis=1)
    dd = -2/R**3 * w_dd(a, b) * response_factor(1, ra, 1, rb)
    dq = -2/R**4 * (w_qd(a, b)*response_factor(2, ra, 1, rb)
                    - w_qd(b, a)*response_factor(1, ra, 2, rb))
    return dd, dq


# Test: multipole terms against the full Coulomb interaction
pa, pb = np.array([0.6, -0.4, 0.9]), np.array([0.5, 0.8, -0.7])
far = np.array([0, 0, 1000.0])
coulomb = (1/far[2] + 1/np.linalg.norm(far + pb - pa)
           - 1/np.linalg.norm(far - pa) - 1/np.linalg.norm(far + pb))
assert abs(coulomb*far[2]**3 - w_dd(pa, pb)) < 0.01
w4 = w_qd(pa, pb) - w_qd(pb, pa)
assert abs((coulomb*far[2]**3 - w_dd(pa, pb))*far[2] - w4) < 0.03


# Test: potential of a neutral atom is exponentially small
def neutral_potential(R):
    return np.exp(-2*R)*(1 + 1/R)


direct = quad(lambda r: 4*r*np.exp(-2*r)*(r/5 - 1), 5, 40, epsabs=1e-14)[0]
assert abs(direct/neutral_potential(5.0) - 1) < 1e-6

# Test: response factors and C6 against radial finite differences
step, npts = 0.02, 1500
grid = step*np.arange(1, npts + 1)
FD = {}
for l in (1, 2):
    diag = 1/step**2 + l*(l + 1)/(2*grid**2) - 1/grid + 0.5
    om, v = eigh_tridiagonal(diag, np.full(npts - 1, -0.5/step**2))
    src = grid**(l + 1)*np.exp(-grid)
    FD[l] = (om, v, src, v.T @ src)


def fd_factor(l1, r1, l2, r2):
    i, j = round(r1/step) - 1, round(r2/step) - 1
    o1, v1, s1, d1 = FD[l1]
    o2, v2, s2, d2 = FD[l2]
    total = (v1[i]*d1) @ (1/(o1[:, None] + o2)) @ (v2[j]*d2)
    return total/(s1[i]*s2[j])


for l1, l2 in ((1, 1), (1, 2)):
    for r1, r2 in ((1, 1), (1, 2), (2, 2), (3, 1)):
        f_basis = response_factor(l1, r1, l2, r2)[0]
        assert abs(f_basis/fd_factor(l1, r1, l2, r2) - 1) < 3e-3
C6, alpha = c6_from_basis(NBASIS)
d2fd = 4/3*step*FD[1][3]**2
C6_fd = 6*np.sum(np.outer(d2fd, d2fd)/(FD[1][0][:, None] + FD[1][0]))
assert abs(C6_fd/C6 - 1) < 1e-3
assert abs(c6_from_basis(1)[0] - 6) < 1e-9 and abs(alpha - 4.5) < 1e-8

# Dipole-dipole Hamiltonian solved to all orders in an s, p, d product basis
s2, s6 = np.sqrt(2), np.sqrt(6)
TENSORS = [np.diag([1, -1, 0])/s2, np.diag([-1, -1, 2])/s6]
for i, j in ((0, 1), (0, 2), (1, 2)):
    t = np.zeros((3, 3))
    t[i, j] = t[j, i] = 1/s2
    TENSORS.append(t)


def radial_dipole(l1, l2):
    u1 = RQ**(l1 + 1)*reduced_basis(l1, NBASIS, RQ)[0]
    u2 = RQ**(l2 + 1)*reduced_basis(l2, NBASIS, RQ)[0]
    return CH[l1][1].T @ ((u1*WQ*RQ) @ u2.T) @ CH[l2][1]


def block(b):
    return slice(b*NBASIS, (b + 1)*NBASIS)


DIP = np.zeros((3, 9*NBASIS, 9*NBASIS))
sp, pd = radial_dipole(0, 1), radial_dipole(1, 2)
for j in range(3):
    DIP[j][block(0), block(1 + j)] = sp/np.sqrt(3)
    for i in range(3):
        for m, t in enumerate(TENSORS):
            DIP[j][block(1 + i), block(4 + m)] = np.sqrt(0.4)*t[i, j]*pd
    DIP[j] += DIP[j].T
levels = np.concatenate([CH[0][0]] + [CH[1][0]]*3 + [CH[2][0]]*5)
gaps = levels[:, None] + levels


def interact(c, R):
    return (DIP[0] @ c @ DIP[0] + DIP[1] @ c @ DIP[1]
            - 2*DIP[2] @ c @ DIP[2])/R**3


def solve_pair(R):
    c = np.zeros_like(gaps)
    c[0, 0] = 1
    safe = gaps.copy()
    safe[0, 0] = 1
    for _ in range(300):
        vc = interact(c, R)
        energy = vc[0, 0]
        new = vc/(energy - safe)
        new[0, 0] = 1
        change = np.max(abs(new - c))
        c = new
        if change < 1e-16:
            break
    assert change < 1e-14
    return c/np.linalg.norm(c), energy


def orbitals(point):
    r = max(np.linalg.norm(point), 1e-8)
    n = np.asarray(point)/r
    rad = [CH[l][1].T @ reduced_basis(l, NBASIS, r)[0][:, 0]*r**l*np.exp(-r)
           for l in (0, 1, 2)]
    parts = [rad[0]/np.sqrt(4*np.pi)]
    parts += [np.sqrt(3/(4*np.pi))*n[i]*rad[1] for i in range(3)]
    parts += [np.sqrt(15/(8*np.pi))*(n @ t @ n)*rad[2] for t in TENSORS]
    return np.concatenate(parts)


def rho0(point):
    return np.exp(-2*np.linalg.norm(point))/np.pi


def full_relative(c, a, b):
    fa, fb = orbitals(a), orbitals(b)
    pair = (fa @ c @ fb)**2
    return (pair - np.sum((fa @ c)**2)*np.sum((c @ fb)**2))/(rho0(a)*rho0(b))


R = 20.0
state, energy = solve_pair(R)
state2, energy2 = solve_pair(2*R)
X, Z = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])
cases = [("z1=+1, z2=+1", Z, Z), ("z1=+1, z2=-1", Z, -Z), ("x1=+1, x2=+1", X, X)]
full = np.array([full_relative(state, a, b) for _, a, b in cases])
full2 = np.array([full_relative(state2, a, b) for _, a, b in cases])
first = np.array([relative_change(a, b, R)[0][0] for _, a, b in cases])
first2 = np.array([relative_change(a, b, 2*R)[0][0] for _, a, b in cases])
quadrupole = np.array([relative_change(a, b, R)[1][0] for _, a, b in cases])
assert np.all(abs(full/first - 1) < 0.02)
exponents = np.log2(full/full2)
assert np.all(abs(exponents - 3) < 0.03)
remainder = np.sum(abs(full - first))/np.sum(abs(full2 - first2))
assert abs(remainder - 64) < 6


# Test: one-electron density is unchanged at first order
def density_change(c):
    return max(abs(np.sum((orbitals(z*Z) @ c)**2) - rho0(z*Z))
               for z in np.linspace(0, 4, 9))


drho, drho2 = density_change(state), density_change(state2)
density_exponent = np.log2(drho/drho2)
assert abs(density_exponent - 6) < 0.1

# Test: energy and its partition
mean_v = np.sum(state*interact(state, R))
mean_h = np.sum(state**2*gaps)
assert abs(-energy*R**6/C6 - 1) < 2e-3
assert abs(mean_v/energy - 2) < 0.01 and abs(mean_h/energy + 1) < 0.01

# Three-dimensional integration over one electron, weighted with rho0
tq, tw = leggauss(8)
cosines = np.concatenate([(tq - 1)/2, (tq + 1)/2])
cos_w = np.concatenate([tw, tw])/2
phis = 2*np.pi*np.arange(8)/8
rr, cc, ff = np.meshgrid(RQ[:28], cosines, phis, indexing="ij")
ss = np.sqrt(1 - cc**2)
cloud = np.stack([rr*ss*np.cos(ff), rr*ss*np.sin(ff), rr*cc], -1).reshape(-1, 3)
cw = (WQ[:28]*RQ[:28]**2/np.pi)[:, None, None]*cos_w[None, :, None]
cw = (cw*np.full(8, 2*np.pi/8)).ravel()
assert abs(np.sum(cw) - 1) < 1e-10
marginals = []
for part in (0, 1):
    for a, b in ((pa, cloud), (cloud, pb)):
        values = relative_change(a, b, R)[part]
        ratio = abs(np.sum(cw*values))/np.sum(cw*abs(values))
        marginals.append(ratio)
        assert ratio < 1e-10

held = relative_change(Z, cloud, R)[0]
excess = np.sum(cw*held*(cloud[:, 2] > 0))
displacement = np.sum(cw*held*cloud[:, 2])
fz = orbitals(Z) @ state
displacement_full = fz @ DIP[2] @ fz/(fz @ fz)
assert abs(displacement_full/displacement - 1) < 0.02
static = alpha*2/R**3
assert displacement < static

print(f"Distance R = {R:.1f} bohr")
print(f"Neutral-atom potential at R = {neutral_potential(R):.2e} hartree/e")
print("Response factor F(r1,r2), hartree^-1: basis, finite differences")
for r1, r2 in ((1, 1), (1, 2), (2, 2), (3, 1)):
    fb = response_factor(1, r1, 1, r2)[0]
    print(f"  r1={r1}, r2={r2} bohr: {fb:.3f}, {fd_factor(1, r1, 1, r2):.3f}")
print("C6 with n radial p functions, hartree bohr^6")
for n in (1, 2, 4, NBASIS):
    print(f"  n={n}: {c6_from_basis(n)[0]:.4f}")
print(f"  finite differences: {C6_fd:.4f}")
print("Relative change P_c/(rho0 rho0) at R, dimensionless")
print("  columns: first-order dipole-dipole; all-order dipole-dipole;")
print("  first-order dipole-quadrupole addition; all-order R exponent")
for k, (name, _, _) in enumerate(cases):
    print(f"  {name} bohr: {first[k]:+.4e}; {full[k]:+.4e}; "
          f"{quadrupole[k]:+.3e}; {-exponents[k]:.4f}")
print(f"rho0*rho0, both electrons at 1 bohr = {rho0(Z)**2:.4e} bohr^-6")
print(f"First-order dipole P_c, z1=z2=+1 = {first[0]*rho0(Z)**2:.4e} bohr^-6")
print(f"Same with F=1 = {4/R**3*rho0(Z)**2:.4e} bohr^-6")
print(f"Remainder ratio between R and 2R = {remainder:.2f} (dimensionless)")
print(f"Largest |net|/absolute marginal = {max(marginals):.1e} (dimensionless)")
print(f"Largest density change sampled on z axis = {drho:.3e} bohr^-3")
print(f"Density change exponent in R = {-density_exponent:.4f}")
print(f"Interaction energy shift E = {energy:.4e} hartree")
print(f"Mean V = {mean_v:.4e} hartree")
print(f"Rise of internal energy = {mean_h:.4e} hartree")
print("Electron 1 held at z1=+1 bohr:")
print(f"  excess probability of z2>0 over one half = {excess:.3e}")
print(f"  mean z2, first order = {displacement:.4e} bohr")
print(f"  mean z2, all-order = {displacement_full:.4e} bohr")
print(f"  static polarizability = {alpha:.4f} bohr^3")
print(f"  static-response z2 = {static:.4e} bohr")
print(f"  correlated/static ratio = {displacement/static:.3f}")
print("PASS")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 239, in <module>
    assert abs(density_exponent - 6) < 0.1
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The test of the density change failed because of a fault at the nucleus: the orbitals were evaluated at r = 1e-8 bohr, but the reference density at r = 0. This creates a false difference of about 6e-9 bohr^-3 that does not depend on R, large enough to hide the expected R^-6 change. The orbitals are now evaluated at r = 0 itself, and the change is measured from the ground-state density in the same basis, so that rounding in the basis cancels as well; a new assertion checks that this reference agrees with exp(-2r)/pi. The tested exponent, the sample points and all existing tolerances are unchanged.

Diff:

```diff
@@ -163,5 +163,5 @@
         for m, t in enumerate(TENSORS):
             DIP[j][block(1 + i), block(4 + m)] = np.sqrt(0.4)*t[i, j]*pd
-    DIP[j] += DIP[j].T
+    DIP[j] += DIP[j].T.copy()
 levels = np.concatenate([CH[0][0]] + [CH[1][0]]*3 + [CH[2][0]]*5)
 gaps = levels[:, None] + levels
@@ -192,6 +192,7 @@
 
 def orbitals(point):
-    r = max(np.linalg.norm(point), 1e-8)
-    n = np.asarray(point)/r
+    """All one-atom basis states at a point; valid at the nucleus too."""
+    r = np.linalg.norm(point)
+    n = np.asarray(point)/r if r > 0 else np.zeros(3)
     rad = [CH[l][1].T @ reduced_basis(l, NBASIS, r)[0][:, 0]*r**l*np.exp(-r)
            for l in (0, 1, 2)]
@@ -228,9 +229,17 @@
 assert abs(remainder - 64) < 6
 
-
 # Test: one-electron density is unchanged at first order
+axis_points = [z*Z for z in np.linspace(0, 4, 9)]
+for point in axis_points:      # the reference orbital is the true 1s orbital
+    assert abs(orbitals(point)[0]**2 - rho0(point)) < 1e-10
+
+
 def density_change(c):
-    return max(abs(np.sum((orbitals(z*Z) @ c)**2) - rho0(z*Z))
-               for z in np.linspace(0, 4, 9))
+    """Largest change from the ground-state density of the same basis."""
+    changes = []
+    for point in axis_points:
+        f = orbitals(point)
+        changes.append(abs(np.sum((f @ c)**2) - f[0]**2))
+    return max(changes)
 
 
```

Output now:

```
Distance R = 20.0 bohr
Neutral-atom potential at R = 4.46e-18 hartree/e
Response factor F(r1,r2), hartree^-1: basis, finite differences
  r1=1, r2=1 bohr: 0.637, 0.637
  r1=1, r2=2 bohr: 0.777, 0.777
  r1=2, r2=2 bohr: 0.961, 0.961
  r1=3, r2=1 bohr: 0.884, 0.884
C6 with n radial p functions, hartree bohr^6
  n=1: 6.0000
  n=2: 6.4821
  n=4: 6.4990
  n=12: 6.4990
  finite differences: 6.4991
Relative change P_c/(rho0 rho0) at R, dimensionless
  columns: first-order dipole-dipole; all-order dipole-dipole;
  first-order dipole-quadrupole addition; all-order R exponent
  z1=+1, z2=+1 bohr: +3.1846e-04; +3.1860e-04; -2.776e-21; -3.0006
  z1=+1, z2=-1 bohr: -3.1846e-04; -3.1831e-04; -3.376e-05; -2.9994
  x1=+1, x2=+1 bohr: -1.5923e-04; -1.5897e-04; -0.000e+00; -2.9980
rho0*rho0, both electrons at 1 bohr = 1.8558e-03 bohr^-6
First-order dipole P_c, z1=z2=+1 = 5.9098e-07 bohr^-6
Same with F=1 = 9.2788e-07 bohr^-6
Remainder ratio between R and 2R = 64.01 (dimensionless)
Largest |net|/absolute marginal = 4.4e-16 (dimensionless)
Largest density change sampled on z axis = 1.725e-07 bohr^-3
Density change exponent in R = -6.0000
Interaction energy shift E = -1.0155e-07 hartree
Mean V = -2.0310e-07 hartree
Rise of internal energy = 1.0155e-07 hartree
Electron 1 held at z1=+1 bohr:
  excess probability of z2>0 over one half = 1.428e-04
  mean z2, first order = 4.0879e-04 bohr
  mean z2, all-order = 4.0879e-04 bohr
  static polarizability = 4.5000 bohr^3
  static-response z2 = 1.1250e-03 bohr
  correlated/static ratio = 0.363
PASS
```
